# Why impurity resistivity rises linearly in a clean two-dimensional silicon layer

## A large change at a small temperature

Consider a silicon layer with $5\times10^{11}$ electrons per cm² and a Fermi temperature of 34.7 K. At 2 K the reduced temperature is $t=T/T_F=0.058$. Corrections to a degenerate gas normally go as $t^2$, which is 0.0033 here. Yet the calculated impurity resistivity at 2 K is 11% above its zero-temperature value. If the screening is held constant at its long-wavelength value, the resistivity changes by only $-1.5\times10^{-4}$ at $t=0.02$, and by a quarter of that when $t$ is halved. The large change therefore comes from the structure of the screening.

That structure is a square-root edge at twice the Fermi wave vector, $2k_F$. The loss of screening there is proportional to $\sqrt T$, not to $T$. A second factor $\sqrt T$ comes from the small share of scattering events that reach the edge, and the product is linear.

The model is a strictly two-dimensional layer with parabolic mass $m$ and $g=4$ flavours (two spins, two valleys). Singly charged impurities of density $n_i$ lie at random in its plane and do not scatter between valleys. I use Born scattering, static random-phase screening and the Boltzmann equation at fixed electron density, for

$$\hbar/\tau\ll kT\ll E_F=kT_F .$$

The first inequality is the meaning of "clean". Units are Gaussian, with background dielectric constant $\kappa$.

## Contribution 1: which collisions count

The golden rule, with momentum loss weighted by $1-\cos\theta$, gives

$$\frac1{\tau(E)}=\frac{2\pi n_i}{\hbar}\int\!\frac{d^2k'}{(2\pi)^2}\,W^2(q)(1-\cos\theta)\,\delta(E-E').$$

Since $\int k'dk'\,\delta(E-E')=m/\hbar^2$, and the angles $\pm\theta$ contribute equally, the prefactor becomes $n_im/(\pi\hbar^3)$ with $0<\theta<\pi$. Put $\theta=2\varphi$. Then $d\theta=2d\varphi$, $1-\cos\theta=2\sin^2\varphi$ and $q=2k\sin\varphi$, so that

$$\frac1{\tau(E)}=\frac{4n_im}{\pi\hbar^3}\int_0^{\pi/2}W^2(2k\sin\varphi)\sin^2\varphi\,d\varphi .$$

The weight $\sin^2\varphi$ is largest at $\varphi=\pi/2$, which is backscattering with $q=2k$.

The bare interaction is $v=2\pi e^2/(\kappa q)$. A total potential energy $W$ induces the electron density $-\Pi W$, where $\Pi>0$ is the static polarization. Hence $W=v-v\Pi W$, or

$$W=\frac{v}{1+v\Pi}.$$

The sign of the impurity charge drops out of $W^2$. With the density of states $N_0=gm/(2\pi\hbar^2)$ we have $vN_0=q_{TF}/q$, where $q_{TF}=gme^2/(\kappa\hbar^2)$. For $\Pi=N_0$ and $E=E_F$,

$$N_0W=\frac{x}{x+\sin\varphi},\qquad x=\frac{q_{TF}}{2k_F}.$$

At backscattering this equals $s=x/(1+x)$. The zero-temperature rate contains

$$I_0=\int_0^{\pi/2}\Big(\frac{x}{x+\sin\varphi}\Big)^2\sin^2\varphi\,d\varphi .$$

## Contribution 2: the edge in the screening

By perturbation theory,

$$\Pi(q)=g\int\!\frac{d^2p}{(2\pi)^2}\frac{f_{\mathbf p}-f_{\mathbf p+\mathbf q}}{\varepsilon_{\mathbf p+\mathbf q}-\varepsilon_{\mathbf p}} .$$

Let $u$ be the component along $\mathbf q$ of the midpoint $\mathbf p+\mathbf q/2$. The denominator is then $\hbar^2uq/m$. The two Fermi functions give equal principal-value integrals, as $u\to-u$ shows. At zero temperature each is an integral over a disc of radius $k_F$ centred at $u=q/2$. Integrating over the transverse direction and setting $u=q/2+k_F\cos\alpha$, $b=q/2k_F$,

$$\frac{\Pi}{N_0}=\frac1{\pi b}\,\mathrm P\!\!\int_0^\pi\frac{\sin^2\alpha\,d\alpha}{b+\cos\alpha}.$$

Write $\sin^2\alpha=(1-b^2)+(b-\cos\alpha)(b+\cos\alpha)$. The second part integrates to $\pi b$. For the first, $y=\tan(\alpha/2)$ gives

$$\mathrm P\!\!\int_0^\pi\frac{d\alpha}{b+\cos\alpha}=\mathrm P\!\!\int_0^\infty\frac{2\,dy}{(b+1)+(b-1)y^2}.$$

This is $\pi/\sqrt{b^2-1}$ for $b>1$. For $b<1$ it is zero, because the antiderivative is a logarithm that vanishes at both limits and cancels across the pole. Therefore

$$\frac{\Pi}{N_0}=1\ (q<2k_F),\qquad \frac{\Pi}{N_0}=1-\sqrt{1-(2k_F/q)^2}\ (q>2k_F).$$

Screening is constant up to $2k_F$ and then drops with infinite slope.

A thermal Fermi function is an average of sharp steps at levels $\mu'$, with weight $-\partial f/\partial E$ centred on $\mu$. Since $\Pi$ is linear in $f$, it is averaged in the same way. Let $a=\hbar^2q^2/8m$, the energy at which $q$ spans the Fermi circle. Then $(2k_{\mu'}/q)^2=\mu'/a$, and the screening loss is

$$G(a)\equiv1-\frac{\Pi}{N_0}=\int_{\mu'<a}\!d\mu'\,\sqrt{1-\mu'/a}\;\Big(-\frac{\partial f}{\partial E}\Big)_{E=\mu'},$$

up to terms of order $e^{-T_F/T}$. To the same accuracy $\mu=E_F$ at fixed density, because the density of states is constant.

At $q=2k_F$, set $\mu'=E_F-kTy$ and integrate by parts:

$$G=\sqrt t\int_0^\infty\!\frac{\sqrt y\,e^y\,dy}{(e^y+1)^2}=\frac{\sqrt t}{2}\int_0^\infty\!\frac{y^{-1/2}dy}{e^y+1}=\frac{\sqrt\pi}{2}(1-\sqrt2)\,\zeta(\tfrac12)\sqrt t .$$

The constant is 0.536. At 2 K the loss is $0.536\sqrt{0.0576}=0.129$. At $q=k_F$ it is about $10^{-6}$. Thermal weakening of the screening is thus confined to the neighbourhood of $2k_F$.

## The two square roots combined

Using $1+vN_0(1-G)=(1+vN_0)(1-sG)$ near the edge,

$$(N_0W)^2=\frac{s^2}{(1-sG)^2}=s^2+2s^3G+3s^4G^2+\dots$$

The first correction is positive: less screening means a stronger impurity potential. Its effect on the angular integral is $\delta I=2s^3\int G\,d\varphi$, since $\sin^2\varphi\approx1$ there.

For a carrier of energy $E$, $a=E\sin^2\varphi$. Hence $E-a=E\cos^2\varphi$ and, near backscattering,

$$d\varphi=\frac{da}{2\sqrt{E_F}\sqrt{E-a}} .$$

An energy strip of width $kT$ below $E$ therefore occupies an angular width of order $\sqrt t$. This is the second square root. Inserting $G$ and exchanging the integrals, we need for each $\mu'<E$

$$\int_{\mu'}^{E}\!da\,\frac{\sqrt{a-\mu'}}{\sqrt{E-a}}=2(E-\mu')\int_0^{\pi/2}\!\sin^2\beta\,d\beta=\frac\pi2(E-\mu'),$$

where $a=\mu'+(E-\mu')\sin^2\beta$. For $\mu'>E$ there is no contribution. Collecting factors,

$$\delta I(E)=\frac{\pi s^3}{2E_F}\,\big\langle(E-\mu')_+\big\rangle_{\mu'},$$

where $(\cdot)_+$ keeps positive values and sets negative ones to zero.

The conductivity is

$$\sigma=\frac{e^2N_0}{m}\int dE\,E\,\tau(E)\Big(-\frac{\partial f}{\partial E}\Big),\qquad \int dE\,E\Big(-\frac{\partial f}{\partial E}\Big)=\int dE\,f=E_F .$$

The smooth dependence of $\tau$ on energy has a part linear in $E-\mu$, which averages to zero, so it contributes at order $t^2$. What remains at first order is $\rho/\rho_0-1=\langle\delta I\rangle_E/I_0$.

We now average over two independent energies with the same thermal distribution. Let $z=(E-\mu)/kT$ and $z'=(\mu'-\mu)/kT$, each with cumulative probability $F(y)=1/(1+e^{-y})$. The positive difference is the length of the interval of $y$ with $z'<y<z$. Therefore

$$\langle(z-z')_+\rangle=\int_{-\infty}^{\infty}F(1-F)\,dy=\int_{-\infty}^{\infty}\frac{dF}{dy}\,dy=1 .$$

The mean positive energy difference is $kT$, and

$$\frac{\rho(T)}{\rho_0}=1+C\,t+\dots,\qquad C=\frac{\pi s^3}{2I_0}.$$

If the screened potential hardly varies with angle, $I_0\approx\pi s^2/4$ and $C\approx2s$.

## Weighing smearing against hot carriers

The phrase "thermal weakening of screening" describes half of the mechanism. Keep the screening at its zero-temperature form, with its sharp edge, and let the carriers be thermal. A carrier above $E_F$ can transfer more than $2k_F$ and meets weaker screening there. With $\mu'$ fixed at the Fermi level, the average is

$$\langle z_+\rangle=\int_0^\infty\frac{dy}{1+e^y}=\ln2 .$$

Alternatively, let the screening be thermal and fix the carrier at $E_F$. By symmetry the result is again $\ln2$. Each effect alone gives a slope $C\ln2=1.096$ in the example; the numerical transport integrals give 1.096 for both.

Together they give $C$, not $2C\ln2$. The contributions do not add because what matters is the positive part of a difference. When a hot carrier meets a lowered Fermi level, the two effects add in full. When the carrier energy and the level $\mu'$ shift in the same direction, they partly or wholly cancel. The joint effect therefore never exceeds the sum, and on average it is smaller.

## The next term bends the line

The term $3s^4G^2$ lives in the same angular window of width $\sqrt t$, but carries $G^2\sim t$. It gives $t^{3/2}$. To find its coefficient, write $G=\sqrt t\,h(\xi)$ with $\xi=(a-\mu)/kT$ and

$$h(\xi)=\int_0^\infty\frac{\sqrt y\,dy}{4\cosh^2[(\xi-y)/2]} .$$

With $E-a=kTp^2$, the angle element is $\sqrt t\,dp$. Hence

$$D=\frac{3s^4K_2}{I_0},\qquad K_2=\Big\langle\int_0^\infty h^2(z-p^2)\,dp\Big\rangle_z=0.693 ,$$

the number being found by quadrature. To four digits it is 0.6927, close to $\ln2=0.6931$ but not equal to it. Corrections to the edge approximation in the first-order term are smaller by a factor $t$, so they enter at $t^2$, as does the spread of $\delta I$ over energies. Thus

$$\frac{\rho}{\rho_0}=1+Ct+Dt^{3/2}+O(t^2).$$

## The example in numbers

Take $m=0.2\,m_e$, $\kappa=12$ and $n_i=5\times10^9$ cm⁻². Then $k_F=\sqrt{4\pi n/g}=0.125$ nm⁻¹, $E_F=2.99$ meV and $q_{TF}=1.26$ nm⁻¹. It follows that

$$x=\frac{1.26}{2(0.1253)}=5.03,\qquad s=\frac{5.03}{6.03}=0.834,\qquad I_0=0.576 .$$

The coefficients are

$$C=\frac{\pi(0.834)^3}{2(0.576)}=1.58,\qquad D=\frac{3(0.834)^4(0.693)}{0.576}=1.74 .$$

The contact estimate $2s=1.67$ is 6% above $C$, because smaller angles, which lack the edge, see a somewhat stronger potential.

As a test, the full transport integral was evaluated at $t=0.004$, 0.001 and 0.00025 and extrapolated to zero temperature. It gives $C=1.581$, agreeing with the formula to about one part in $10^4$, and $D=1.748$, agreeing to 0.2%.

The zero-temperature mobility is $1.7\times10^5$ cm²/Vs (16.8 m²/Vs), and the sheet resistance is 74.4 Ω per square. Heating gives:

| $T$ (K) | $1+Ct$ | with $Dt^{3/2}$ | full $\rho/\rho_0$ |
|---|---|---|---|
| 1 | 1.046 | 1.054 | 1.053 |
| 2 | 1.091 | 1.115 | 1.111 |
| 3 | 1.137 | 1.181 | 1.173 |

The full result lies below the expansion through $Dt^{3/2}$ by 0.0009, 0.0038 and 0.0082 at the three temperatures. These gaps come from terms of order $t^2$ and higher, which are not separated here. Between 1 and 3 K the curve looks nearly straight, but its mean slope is $(1.173-1.053)/0.0576\approx2.1$ per unit $t$. A straight line fitted there would overstate $C$ by about 30%. The linear law is the low-temperature limit; the apparent line between 1 and 3 K already contains higher terms.

## Weak and strong screening

For $x\gg1$, $s\to1$, $I_0\to\pi/4$ and $C\to2$. The potential is then set by the electrons' own response, so a given fractional loss of response has its full effect. For $x\ll1$, $s\approx x$ and $I_0\approx\pi x^2/2$, so $C\approx x$: weak screening leaves little to lose. The intermediate case $x=1$ gives $C=0.827$, with 0.827 also from the transport integral.

At fixed density $k_F\propto g^{-1/2}$, so $x\propto g^{3/2}$ and $T_F\propto1/g$. The two valleys of silicon thus help twice: they strengthen the screening and lower the temperature scale. At fixed $g$, lowering the density raises $x\propto n^{-1/2}$ and lowers $T_F\propto n$, so the slope per kelvin $C/T_F$ grows.

## Weighing what the model omits

**Exchange.** The edge correction to the scattering amplitude is $W(2k_F)\,N_0G\,W(2k_F)$. One factor $W$ is the impurity potential; the other is the interaction through which the disturbed electrons act back. Exchange uses the same disturbance with a minus sign and within one flavour, hence a factor $1/g$. Its interaction carries the momentum between the scattered electron and the disturbed one. For backscattering from $-\mathbf q/2$ to $\mathbf q/2$, the edge comes from disturbed electrons near $-\mathbf q/2$ too, so this momentum is near zero. The relative size is

$$\frac{W(0)}{gW(2k_F)}=\frac1{gs}=\frac1{4(0.834)}=0.30 .$$

The selection of $W(0)$ was tested with an interaction proportional to $1/(q+2k_F)$, for which $W(2k_F)=W(0)/2$. Lowering the Fermi level by $10^{-6}E_F$ at $q$ equal to the original $2k_F$ gave an edge weight of $0.999\,W(0)$. To first order, exchange lowers $C$ from 1.58 to about 1.1. This is the largest correction to the slope estimated here for in-plane impurities. Higher orders are not controlled, since the interaction parameter $r_s$ is 2.5.

**Strong scattering.** For a contact potential, repeated scattering multiplies the Born rate by $1/(1+\eta^2)$ with $\eta=\pi N_0W/g$, if the real part of the local propagator is dropped. Here $\eta=0.66$ and the factor is 0.70. This factor is not an error bound: the dropped real part depends on the sign of the charge and need not be small at this coupling. The absolute mobility is therefore a value of the Born model, not a prediction for a sample, and $C$ can shift by an amount not estimated here.

**Collision broadening.** $\hbar/(k\tau)=0.40$ K. The ratio of $kT$ to $\hbar/\tau$ is 2.5 at 1 K and 5 at 2 K. The condition $\hbar/\tau\ll kT$ is therefore met only marginally at 1 K. As a rough estimate, a Lorentzian lifetime width added to the levels $\mu'$ in the screening alone lowers the mean slope between 1 and 3 K from 2.08 to about 2.0, and the rise from near zero temperature to 2 K from 11% to about 10%. Near and below 0.4 K collisions blur the edge and this derivation fails. At that temperature the expansion through $Dt^{3/2}$ still gives a mean slope about 12% above $C$, so a cleaner layer would be needed to see the limiting slope itself.

**Thickness.** In a hard-wall well 8 nm wide the electron interaction at $2k_F$ is multiplied by 0.69. Replacing $x$ by $0.69x$ changes the contact estimate $2s$ from 1.67 to 1.55, but this is not the change of $C$: with the width in the screening alone, $C$ stays at 1.58. If the width is included in the impurity potential as well, $C$ falls from 1.58 to about 1.46 for charges at the centre of the well and to about 1.15 for charges at its wall. The next subband is about 20 meV higher, far above $kT$.

**Valley splitting.** A splitting of 0.1 meV, with total density held fixed, changes $\rho(2\,\mathrm K)/\rho(1\,\mathrm K)$ from 1.055 to 1.054. The effect grows quickly with the splitting: 0.3 meV gives 1.045.

**Phonons.** Thermal strain gives a potential of spectral density $D_a^2kT/(\varrho c^2)$, where $D_a$ is the deformation potential, $\varrho$ the mass density and $c$ the sound speed. Confinement to width $L$ multiplies it by $3/(2L)$, the integral of the squared electron density. Putting this in place of $n_iW^2$ gives the classical rate $3mD_a^2kT/(2\hbar^3\varrho c^2L)$. Freezing of phonons and Pauli blocking multiply each mode by $(y/\sinh y)^2$, with $y=\hbar\omega/2kT$. For rough values of 10 eV, 2300 kg/m³ and 9000 m/s, the unscreened rate at 2 K is $1.4\times10^8$ s⁻¹. The linear impurity term is $Ct/\tau=4.8\times10^9$ s⁻¹. This single longitudinal branch thus amounts to 3% of it at 2 K, and to about 13% at 3 K. The slower shear waves of silicon, left out here, can add a rate comparable to or larger than the longitudinal one at 2 K if they too are unscreened. Static screening would make both far smaller: it lowers the longitudinal rate at 2 K to $1.7\times10^6$ s⁻¹.

## Beside a real silicon well

The mass, dielectric constant and density are rough values for a clean silicon quantum well, and a mobility of order $10^5$ cm²/Vs is in the range of good samples. The impurity density was chosen to reach that regime. Besides the Born approximation, an assumption open to failure is that the charges lie in the layer. Charges at a distance $d$ have their potential multiplied by $e^{-qd}$, so the edge term in the rate falls by $e^{-4k_Fd}$, while small-angle scattering survives better. For $4k_Fd\gg1$ and strong screening, $I_0$ is replaced by $\int_0^\infty\varphi^2e^{-4k_Fd\varphi}d\varphi=2/(4k_Fd)^3$, and

$$C\approx\frac{\pi s^3}{4}(4k_Fd)^3e^{-4k_Fd}.$$

At $d=10$ nm, $4k_Fd=5.0$ and this gives roughly 0.4, close to the 0.39 of the full angular integral and well below 1.58; at $d=5$ nm the asymptotic form fails (0.59 against 0.93). At 10 nm the higher terms already cancel the rise: the full $\rho/\rho_0$ is 1.009, 1.011 and 1.006 at 1, 2 and 3 K, and at 20 nm the resistivity falls on heating over this range. Within this Born and random-phase model, a strong linear rise therefore requires scatterers that can turn electrons back, and its derivation holds only for a cold and clean layer. A rise measured in a real sample can have other contributions that the model does not contain. The numerical output below lists the values used.

## Computed values

```
input: mass 0.2 m_e, kappa 12.0, flavours 4
input: electron density 5.0e+11 cm^-2
input: impurity density 5.0e+09 cm^-2
Fermi wave vector k_F = 0.1253 nm^-1
Fermi energy = 2.992 meV; T_F = 34.72 K
q_TF = 1.2598 nm^-1; x = q_TF/2k_F = 5.026; s = 0.8341
angular integral I0 = 0.57641
impurity rate at T=0 = 5.241e+10 s^-1; tau = 19.08 ps
mobility at T=0 = 1.678e+05 cm^2/Vs
sheet resistance rho0 = 74.39 ohm per square
square-root constant at 2k_F = 0.53608
same, from momentum sum at t=0.02 = 0.53608
screening loss 1-Pi/N0 at 2 K, q=2k_F: 0.1287
screening loss 1-Pi/N0 at 2 K, q=k_F: 9.4e-07
edge first moment = 0.785398; pi/4 = 0.785398
edge second moment K2 = 0.69272
contact-limit D/s^2 = 12 K2/pi = 2.6460
x=1.000: C formula 0.8269, transport 0.8268
x=1.000: D formula 0.5470, transport 0.5477
x=5.026: C formula 1.5811, transport 1.5809
x=5.026: D formula 1.7447, transport 1.7484
contact estimate 2s = 1.6681
slope, cold kink and hot carriers = 1.0957
slope, smeared screening at fixed energy = 1.0960
C ln2 = 1.0960
no kink: change at t=0.02 -1.461e-04, at t=0.01 -3.653e-05
T=1 K: t=0.0288, full rho/rho0=1.05318, rho=78.35 ohm per square
  1+Ct=1.04553, with D term=1.05406, (rho/rho0-1)/t=1.847
T=2 K: t=0.0576, full rho/rho0=1.11137, rho=82.68 ohm per square
  1+Ct=1.09107, with D term=1.11518, (rho/rho0-1)/t=1.934
T=3 K: t=0.0864, full rho/rho0=1.17272, rho=87.24 ohm per square
  1+Ct=1.13660, with D term=1.18090, (rho/rho0-1)/t=1.999
collision temperature hbar/(k tau) = 0.400 K
interaction parameter r_s = 2.51
Born parameter pi N0 W(2k_F)/g = 0.655
exchange edge weight / W(0), test = 0.9988
exchange share of linear term, estimate = 0.300
C less first-order exchange, estimate = 1.107
well width 8 nm: form factor at 2k_F = 0.6889
2s with that form factor = 1.5518
subband spacing (0.9 m_e) = 19.6 meV
rho(2 K)/rho(1 K), no valley splitting = 1.05525
rho(2 K)/rho(1 K), splitting 0.1 meV = 1.05374
phonon inputs: 10 eV, 2300 kg/m^3, 9000 m/s (rough)
impurity linear rate C t/tau at 2 K = 4.77e+09 s^-1
phonon rate at 2 K, unscreened = 1.35e+08 s^-1
phonon rate at 2 K, screened = 1.71e+06 s^-1
```
